# Tricritical point of three-state polar cells in mean field, part 1

(Sections cited here and not found follow in the second part.)

## First half: the model, the theorem and its proof

**Definitions and conventions.** A ferroelectric film is divided into \(N\) equal cells. Cell \(i\) carries a variable \(s_i\): the value \(0\) stands for a nonpolar state, and \(+1\) and \(-1\) stand for two polar states with opposite dipoles. The nonpolar state has energy zero and each polar state costs an energy \(D\), which may have either sign. The three states have equal internal degeneracy, and no electric field is applied. The symbol \(T\) denotes thermal energy, that is, Boltzmann's constant \(k_B\) times temperature. The order parameter and the polar fraction are

\[
m=\frac1N\sum_i s_i ,\qquad q=\frac1N\sum_i s_i^2 .
\]

The coupling energy per cell is \(-Jm^2/2\) with \(J>0\), so the total energy is

\[
H=-\frac{J}{2N}\Big(\sum_i s_i\Big)^2+D\sum_i s_i^2 .
\]

This is the Blume-Capel model with every cell coupled equally to every other. For this energy the results below hold as \(N\to\infty\). For a short-range coupling they are the mean-field approximation. Three abbreviations recur:

\[
\tau=\frac JT,\qquad h=\frac{Jm}{T}=\tau m,\qquad a=\tfrac12 e^{D/T}.
\]

At fixed \(T\), a larger \(a\) means a more expensive polar state.

**Theorem.** For \(0<T<J\) define the stability line

\[
D_s(T)=T\ln\!\left[2\left(\frac JT-1\right)\right].
\]

Let \(T\) be fixed while \(D\) is raised.

(i) If \(J/3\le T<J\), the equilibrium \(|m|\) falls continuously to zero at \(D=D_s(T)\) and stays zero beyond it.

(ii) If \(0<T<J/3\), the equilibrium \(|m|\) jumps from a nonzero value to zero at some \(D_1(T)>D_s(T)\).

(iii) As \(T\to J/3\) from below, \(D_1(T)\) joins the stability line and the jump vanishes. The meeting point is

\[
T_t=\frac J3,\qquad D_t=\frac{2J}{3}\ln 2 .
\]

A point where a continuous transition line turns into a first-order line in this way is called tricritical.

**Lemma 1 (equilibrium condition).** At equilibrium

\[
m=M(h),\qquad M(h)=\frac{\sinh h}{a+\cosh h},\qquad q=\frac{\cosh h}{a+\cosh h}.
\]

*Proof.* Let \(p_+\), \(p_-\) and \(p_0\) be the fractions of cells in the three states. From the definitions, \(p_\pm=(q\pm m)/2\) and \(p_0=1-q\). The number of arrangements with these fractions is \(N!/[(Np_0)!(Np_+)!(Np_-)!]\). By Stirling's formula its logarithm, divided by \(N\), tends to \(-\sum_s p_s\ln p_s\). There are fewer than \((N+1)^2\) possible sets of fractions, so the largest term fixes the free energy per cell as \(N\to\infty\). That free energy is the minimum of

\[
g(m,q)=-\frac{Jm^2}{2}+Dq+T\left[p_0\ln p_0+p_+\ln p_++p_-\ln p_-\right].
\]

Differentiate with respect to \(q\), using \(\partial p_0/\partial q=-1\) and \(\partial p_\pm/\partial q=1/2\). The constants \(-1+\tfrac12+\tfrac12\) cancel, which leaves

\[
\frac{\partial g}{\partial q}=D+T\left[\tfrac12\ln(p_+p_-)-\ln p_0\right]=0
\quad\Rightarrow\quad p_+p_-=p_0^2e^{-2D/T}.
\]

Differentiate with respect to \(m\), using \(\partial p_\pm/\partial m=\pm1/2\):

\[
\frac{\partial g}{\partial m}=-Jm+\frac T2\ln\frac{p_+}{p_-}=0
\quad\Rightarrow\quad \frac{p_+}{p_-}=e^{2h}.
\]

The product and the ratio together give \(p_\pm=p_0e^{-D/T}e^{\pm h}\). Since the fractions add to one, \(p_0=1/(1+2e^{-D/T}\cosh h)\). Then \(m=p_+-p_-\) and \(q=p_++p_-\) give the stated forms once numerator and denominator are multiplied by \(a=e^{D/T}/2\). The minimum does not lie on the edge of the allowed region, because the slope of \(p\ln p\) tends to \(-\infty\) as \(p\to0\), so that filling an empty state lowers \(g\). \(\square\)

**Lemma 2 (a function of \(m\) alone).** The function

\[
f(m)=\frac{Jm^2}{2}-T\ln\!\left(1+\frac{\cosh(Jm/T)}{a}\right)
\]

has the same minimum value as \(g\), reached at the same \(m\).

*Proof.* Let \(r_s=e^{-Ds^2/T+hs}/Z\) be normalised trial fractions, with \(Z=1+2e^{-D/T}\cosh h=1+\cosh h/a\). For any two normalised distributions \(\sum_sp_s\ln(p_s/r_s)\ge0\), with equality when \(p=r\). This follows from \(\ln x\le x-1\) with \(x=r_s/p_s\). Inserting \(r_s\) gives

\[
\sum_sp_s\ln p_s+\frac{Dq}{T}-hm+\ln Z\ge0 .
\]

Multiply by \(T\), use \(Thm=Jm^2\), and subtract \(Jm^2/2\) from both sides of the resulting bound:

\[
g(m,q)\ge -\frac{Jm^2}{2}+Jm^2-T\ln Z=f(m).
\]

The derivative of \(f\) is

\[
f'(m)=Jm-J\,\frac{\sinh h}{a+\cosh h}=J\,[m-M(h)] .
\]

At large \(|m|\) the quadratic term exceeds the logarithm, which grows linearly, so \(f\) has a minimum. There \(m=M(h)\), the fractions \(r_s\) have mean \(m\), and the choice \(p=r\) makes \(g=f\). Hence the minimum of \(g\) is no higher than that of \(f\), and the bound says that it is no lower. Equality at a minimum of \(g\) places it at a minimum of \(f\). \(\square\)

Away from stationary points \(f\) is lower than \(g\) or equal to it. It serves to locate equilibrium and is not the free energy at an imposed \(m\).

**Lemma 3 (Landau coefficients).** Let \(q_0=1/(1+a)\), the polar fraction at \(m=0\). Then \(f(m)=f(0)+c_2m^2+c_4m^4+c_6m^6+\dots\) with

\[
c_2=\frac J2\left(1-\frac{Jq_0}{T}\right),\qquad
c_4=\frac{J^4q_0(3q_0-1)}{24\,T^3}.
\]

Both vanish at \(T=J/3\), \(D=(2J/3)\ln2\), and there \(c_6=3J/40\).

*Proof.* Factor the argument of the logarithm:

\[
1+\frac{\cosh h}{a}=\frac{1+a}{a}\left[1+q_0(\cosh h-1)\right].
\]

Put \(u=q_0(h^2/2+h^4/24+h^6/720+\dots)\) and use \(\ln(1+u)=u-u^2/2+u^3/3-\dots\). Here \(u^2=q_0^2(h^4/4+h^6/24+\dots)\) and \(u^3=q_0^3h^6/8+\dots\), so

\[
\ln(1+u)=\frac{q_0}{2}h^2+\frac{q_0-3q_0^2}{24}h^4+\left(\frac{q_0}{720}-\frac{q_0^2}{48}+\frac{q_0^3}{24}\right)h^6+\dots
\]

Multiplying by \(-T\), setting \(h=Jm/T\) and adding \(Jm^2/2\) gives \(c_2\) and \(c_4\). The condition \(c_2=0\) means \(q_0=T/J\), and \(c_4=0\) means \(q_0=1/3\). Together they give \(T=J/3\) and \(a=1/q_0-1=2\). Then \(e^{D/T}=4\), so \(D=T\ln4=(2J/3)\ln2\). At \(q_0=1/3\) the last bracket is

\[
\frac1{2160}-\frac1{432}+\frac1{648}=\frac{3-15+10}{6480}=-\frac1{3240},
\]

and therefore \(c_6=(J/3)\,3^6/3240=3J/40\). \(\square\)

The condition \(c_2=0\) reads \(1+a=J/T\), which is the stability line \(D=D_s(T)\). For larger \(D\) the nonpolar state is locally stable.

**Remark (why one third).** By Lemma 1 the response is \(M=q\tanh h\). For small \(h\) the two factors are

\[
q\approx q_0+\tfrac12q_0(1-q_0)h^2,\qquad \tanh h\approx h-\tfrac13h^3 .
\]

Their product is

\[
M\approx q_0h+q_0\left[\frac{1-q_0}{2}-\frac13\right]h^3 .
\]

The first term in the bracket is recruitment: a local field turns nonpolar cells polar, and this strengthens the response. The second is saturation of the cells that are already polar. They balance at \(q_0=1/3\). When fewer cells are polar, recruitment wins, the response grows faster than the field, and order can appear by a jump.

The small-\(m\) expansion cannot exclude an earlier jump to a distant minimum. The next lemma does.

**Lemma 4 (curvature).** If \(a\le2\), \(M(h)\) is strictly concave for \(h>0\). If \(a>2\), it is convex at small \(h>0\).

*Proof.* The first derivative is

\[
M'=\frac{\cosh h\,(a+\cosh h)-\sinh^2h}{(a+\cosh h)^2}=\frac{1+a\cosh h}{(a+\cosh h)^2}.
\]

Differentiating again,

\[
M''=\frac{a\sinh h\,(a+\cosh h)-2\sinh h\,(1+a\cosh h)}{(a+\cosh h)^3}
=\frac{\sinh h\,(a^2-2-a\cosh h)}{(a+\cosh h)^3}.
\]

For \(h>0\), \(\cosh h>1\), so the last bracket is less than \(a^2-a-2=(a-2)(a+1)\). This is zero or negative when \(a\le2\). When \(a>2\) it is positive, and the bracket approaches it as \(h\to0\). \(\square\)

**Proof of (i).** On the stability line \(a=a_s=\tau-1\), and \(T\ge J/3\) means \(a_s\le2\). Because \(m=h/\tau\), stationary points are crossings of \(M(h)\) with the straight line \(h/\tau\).

Take \(a<a_s\). The initial slope \(M'(0)=1/(1+a)\) exceeds \(1/\tau\), while \(M\) is concave and bounded. It therefore crosses the line once at positive \(h\). By \(f'=J(m-M)\), \(f\) falls before the crossing and rises after it, so the crossing is the minimum for \(m>0\), and its mirror image is the other.

At \(a=a_s\) the line is tangent to \(M\) at the origin, and strict concavity gives \(M(h)<h/\tau\) for every \(h>0\). For any chosen \(h_1>0\) this inequality survives at \(h_1\) when \(a\) is slightly below \(a_s\), so the crossing then lies below \(h_1\). Since \(h_1\) can be as small as desired, \(m\to0\) continuously. For \(a>a_s\), \(M\) is smaller still, because \(a\) stands in its denominator, and \(m=0\) remains the sole minimum. \(\square\)

**Proof of (ii).** Now \(a_s=\tau-1>2\). On the stability line \(M\) starts with slope \(1/\tau\) and curves upward, so \(M>h/\tau\) at small \(h>0\). Then \(f'<0\), and some \(m\ne0\) has \(f(m)<f(0)\). The nonpolar state has already lost there.

For fixed \(m\), \(\partial f/\partial D=\cosh h/(a+\cosh h)\), which exceeds its value \(1/(1+a)\) at \(m=0\). The difference \(f(m)-f(0)\) thus rises with \(D\) for each \(m\neq0\), and a polar state that has lost to the nonpolar one cannot win again at larger \(D\). It does lose eventually. The inequality \(M(h)<h/\tau\), which makes \(f\) rise for all \(m>0\), is equivalent to

\[
a>A(h),\qquad A(h)=\tau\,\frac{\sinh h}{h}-\cosh h
=\sum_{n=0}^{\infty}\frac{h^{2n}}{(2n)!}\left(\frac{\tau}{2n+1}-1\right).
\]

Since \(A\to-\infty\) at large \(h\), it has a finite maximum, and any \(a\) above it leaves \(m=0\) alone. There is therefore one value \(D_1\) at which equilibrium changes. It lies above \(D_s\), because the inequality \(f(m)<f(0)\) found on the stability line persists for slightly larger \(D\). At \(D_1\), then, \(c_2>0\), and \(f\) exceeds \(f(0)\) throughout some interval around \(m=0\), also for \(D\) close to \(D_1\). The polar minimum lies outside this interval, so \(|m|\) jumps. \(\square\)

**Proof of (iii).** Let \(3<\tau<5\). In the series for \(A\) all terms with \(n\ge3\) are negative. Hence

\[
A(h)\le\tau-1+\frac{\tau-3}{6}h^2-\frac{5-\tau}{120}h^4 .
\]

A polar solution at \(D_1\) has \(a=A(h)\) with \(a>\tau-1\), which requires \(h^2<20(\tau-3)/(5-\tau)\). As \(\tau\to3\), \(h\) and the jump \(m=h/\tau\) vanish and \(a\to2\), so \(D_1\to D_t\). \(\square\)

## Second half: behaviour near the point and a hafnia capacitor

**Symbols and results carried over.** A cell has \(s=0\) at energy zero or \(s=\pm1\) at energy \(D\). The mean of \(s\) is \(m\), the polar fraction is \(q\), the coupling energy per cell is \(-Jm^2/2\), and \(T\) is thermal energy. With \(\tau=J/T\), \(a=e^{D/T}/2\) and \(h=Jm/T\), equilibrium obeys \(m=M(h)=\sinh h/(a+\cosh h)\) and minimises \(f(m)=Jm^2/2-T\ln(1+\cosh h/a)\). At \(m=0\) the polar fraction is \(q_0=1/(1+a)\). The coefficients of \(m^2\) and \(m^4\) in \(f\) are \(c_2=(J/2)(1-Jq_0/T)\) and \(c_4=J^4q_0(3q_0-1)/(24T^3)\). They vanish together at \(T_t=J/3\), \(D_t=(2J/3)\ln2\), where \(c_6=3J/40\). The stability line is \(D_s=T\ln[2(J/T-1)]\), and below \(J/3\) a first-order line \(D_1(T)\) lies above it.

**Remark 1 (heating at fixed \(D\)).** Suppose that a material is heated at fixed \(D\). As \(T\to0\) the energy \(Dq-Jm^2/2\) decides. For given \(m\) it is lowest at \(q=|m|\) when \(D>0\), and \(D|m|-Jm^2/2\) is concave in \(|m|\), so its minimum lies at \(|m|=0\) or \(1\). The polar state wins if \(D<J/2\). For \(J/3\le T<J\),

\[
\frac{dD_s}{dT}=\ln\!\left[2\left(\frac JT-1\right)\right]-\frac{J}{J-T}\le\ln4-\frac32<0 ,
\]

so \(D_s\le D_t\) there, and any \(D>D_t\) gives a nonpolar state. For \(T\ge J\) there is no order at any \(D\), because \(\tau\le1\) and \(M(h)<\tanh h<h\le h/\tau\) for \(h>0\). A material with

\[
\frac{2J}{3}\ln2<D<\frac J2
\]

is therefore polar at low temperature and loses its order below \(T=J/3\). Where it does so, the nonpolar state is already locally stable, and the loss is a jump. In units of \(J\) the window runs from 0.462 to 0.5, which is narrow: small corrections to the energies can move a material out of it.

At fixed \(T\), raising \(D\) removes polar order continuously for \(J/3\le T<J\) and by a jump for \(T<J/3\), and a material with \((2J/3)\ln2<D<J/2\) loses its order by a jump on heating. What remains is the behaviour near the tricritical point, the effect of changing the model's assumptions, and a worked hafnia-zirconia capacitor.
